# How a uniformly averaging Kelvin side tap measures contact interface resistivity, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: charge balance over the contact

### A contact made of two pieces

Current enters a thin semiconductor layer from the left, runs underneath a metal contact, and leaks up into the metal as it goes. Replace the contact by two equal pieces. Each piece has one potential in the semiconductor, $V_1$ for the piece that the current reaches first and $V_2$ for the other, both measured from the metal. Each piece is joined to the metal by an interface resistance $r$, and the two pieces are joined to each other by a resistance $R$, which stands for the semiconductor between them.

The whole current $I$ must end up in the metal, and it has two ways of getting there:

$$I=\frac{V_1}{r}+\frac{V_2}{r}.$$

Divide by two and multiply by $r$:

$$\frac{V_1+V_2}{2}=\frac{r}{2}\,I .$$

The mean potential divided by the current is $r/2$, the resistance of the two interface pieces in parallel. The resistance $R$ has not appeared, although it does affect the separate potentials. The current reaching the second piece is $V_2/r$ and flows through $R$, so $V_1-V_2=RV_2/r$, or $V_1=V_2(r+R)/r$. Put into the current balance, this gives

$$V_2=\frac{r^2}{2r+R}\,I,\qquad V_1=\frac{r(r+R)}{2r+R}\,I .$$

For $R=0$ both potentials equal $rI/2$. For very large $R$ the first piece takes all the current, so that $V_1\to rI$ and $V_2\to0$. As $R$ grows, what the first potential gains the second loses, and the mean stays where it was.

### The continuous contact

Let the contact have length $L$ along the current, from $x=0$ to $x=L$, and width $W$ across it. The semiconductor is treated as a sheet with sheet resistance $R_s$, in ohms per square. Its potential $V(x)$ is measured from the metal, which for now is an equipotential. The current flowing in the sheet in the $+x$ direction is $i(x)$.

The interface is taken to be ohmic and uniform. The current density crossing from semiconductor to metal is

$$J(x)=\frac{V(x)}{\rho_c},$$

where $\rho_c$ is the interface resistivity, a resistance times an area. The current $I$ enters at $x=0$, and no current leaves the sheet at $x=L$ or through its underside:

$$i(0)=I,\qquad i(L)=0 .$$

A strip of length $dx$ and width $W$ passes the current $JW\,dx$ to the metal. The sheet current falls by that amount, hence the minus sign in

$$\frac{di}{dx}=-\frac{W}{\rho_c}V(x). \tag{1}$$

The same strip has the resistance $R_s\,dx/W$ along the sheet, and the potential falls in the direction of the current:

$$\frac{dV}{dx}=-\frac{R_s}{W}\,i(x). \tag{2}$$

Together the two laws define the transfer length

$$L_T=\sqrt{\frac{\rho_c}{R_s}},$$

the distance over which the current moves from the sheet to the metal when the contact is long.

A Kelvin measurement uses separate terminals for current and voltage. The voltage tap on the semiconductor draws no net current. It is assumed here to read the uniform mean over the contact,

$$V_{\rm tap}=\langle V\rangle=\frac1L\int_0^L V(x)\,dx .$$

### The result

Integrate equation (1) over the contact. The left side gives $i(L)-i(0)=-I$, so

$$-I=-\frac{W}{\rho_c}\int_0^L V\,dx=-\frac{WL}{\rho_c}\langle V\rangle .$$

The minus signs cancel, and

$$\boxed{\frac{V_{\rm tap}}{I}=\frac{\rho_c}{LW}} \tag{3}$$

Equation (2) was not used. The result therefore holds for any transfer length, and also when the sheet resistance varies along the contact. The physical reason is that an ohmic, uniform interface turns potential into current density with the same factor everywhere. The mean potential is then the mean current density times $\rho_c$, and the mean current density is fixed at $I/(LW)$ by the total current.

Take $L=1.0$ µm, $W=0.8$ µm and $\rho_c=1.0\times10^{-7}$ Ω cm². The area is $0.8\times10^{-8}$ cm², and equation (3) gives

$$\frac{1.0\times10^{-7}}{0.8\times10^{-8}}\ \Omega=12.5\ \Omega .$$

With a sheet resistance that rises exponentially from 100 Ω/sq at the front to five times that value at the far end, numerical integration of the potential equation gives a mean reading of 12.50 Ω. In that calculation the current was taken from the potential gradient at the front, not from the sum over the interface.

### A metal with resistance of its own

Let the metal potential $V_m(x)$ vary, and write $V_s$ for the semiconductor potential. The interface responds to the difference $U=V_s-V_m$, so equation (1) becomes $di/dx=-WU/\rho_c$. The same integration gives

$$\frac{\langle U\rangle}{I}=\frac{\rho_c}{LW}.$$

If the metal tap also averages uniformly over the contact, the measured difference is $\langle V_s\rangle-\langle V_m\rangle=\langle U\rangle$ and nothing is lost. For a metal of 50 Ω/sq on top of a sheet of 100 Ω/sq, the numerical solution gives 12.50 Ω with both taps averaging.

Suppose instead that the current leaves the metal at $x=L$ and the metal tap reads the potential there. The reading gains the term $\langle V_m\rangle-V_m(L)$. The metal carries $I-i(x)$, so with metal sheet resistance $R_m$

$$V_m(x)-V_m(L)=\frac{R_m}{W}\int_x^L\left[I-i(x')\right]dx' .$$

Average this over $x$ and exchange the order of integration. A given $x'$ contributes for all $x$ between 0 and $x'$, a range of length $x'$:

$$\langle V_m\rangle-V_m(L)=\frac{R_m}{WL}\int_0^L x'\left[I-i(x')\right]dx' .$$

Since $0\le i\le I$, the added resistance cannot exceed $R_mL/(2W)$. For $R_m=0.1$ Ω/sq this bound is 0.0625 Ω. The computed value is 0.053 Ω, or 0.43 % of 12.5 Ω.

### An interface that is not uniform

If $\rho_c$ depends on $x$, it cannot be taken out of the integral. Equation (1) then gives $I=WL\langle V/\rho_c\rangle$, and

$$LW\,\frac{V_{\rm tap}}{I}=\frac{\langle V\rangle}{\langle V/\rho_c\rangle}. \tag{4}$$

The natural single value for such a contact is that of all its strips in parallel at a common potential, $1/\langle1/\rho_c\rangle$. Equation (4) gives this value when $V$ is uniform, but in general it weights the strips by their potential.

The potential is highest at the front, because $i\ge0$ in equation (2). Suppose that $1/\rho_c$ also falls from front to far end. For any two points $x$ and $x'$ the product

$$\left[V(x)-V(x')\right]\left[\frac1{\rho_c(x)}-\frac1{\rho_c(x')}\right]$$

is then not negative. Its average over both points is $2\langle V/\rho_c\rangle-2\langle V\rangle\langle1/\rho_c\rangle$, so $\langle V/\rho_c\rangle\ge\langle V\rangle\langle1/\rho_c\rangle$, and the reading lies at or below the parallel value. If the current is fed from the other end, the inequality is reversed.

Let $\rho_c$ rise linearly from its example value to twice that value across the contact, with the sheet at 100 Ω/sq. Then $\langle1/\rho_c\rangle$ is $\ln2$ divided by the smaller value, and the parallel resistance is $12.5/\ln2=18.0$ Ω. The uniform average of the one-dimensional potential is 16.1 Ω with the low-resistivity end at the front and 20.4 Ω with the high-resistivity end there. These are 11 % below and 13 % above the parallel value. A uniform interface read by a uniformly averaging tap gives the same value for both feeds. A change when the feed is moved to the other end therefore shows that one of the model's assumptions fails, but not which one: a misplaced tap on a uniform interface can also cause it.

### Why a side arm takes the mean

The average was assumed above. A side arm can produce it. Let $y$ run across the contact from 0 to $W$, and let an arm of the same semiconductor sheet leave the side $y=W$, covering the range $0\le x\le L$. No metal touches the arm near the contact, its side walls at $x=0$ and $x=L$ are insulating, and it carries no net current. Inside it

$$\frac{\partial^2V}{\partial x^2}+\frac{\partial^2V}{\partial y^2}=0 .$$

Define the mean across the arm, $m(y)=\frac1L\int_0^LV\,dx$. Integrating the equation over $x$ gives

$$L\,m''(y)=-\left[\frac{\partial V}{\partial x}\right]_{x=0}^{x=L}=0,$$

since no current crosses the walls. Thus $m'$ is constant. The net current along the arm is $-Lm'/R_s$, and it is zero, so $m'=0$. The mean at the mouth is carried unchanged along the arm.

The part of the potential that varies across the arm is a sum of terms $\cos(n\pi x/L)\,e^{-n\pi(y-W)/L}$ with $n\ge1$ in a long arm. These die out within a distance of order $L$, and a voltmeter connected farther away reads $m$. The arm must span the full length of the contact and no more. A narrower arm averages over its own mouth. The argument also needs a constant sheet resistance in the arm. If it varies with $x$ there, the arm weights the potential at its mouth by $1/R_s$ and no longer reads the uniform mean.

### The arm also disturbs the contact

Although the arm draws no net current, current can enter it at one part of its mouth and return at another. The potential under the contact then depends on $y$ as well as $x$, and the one-dimensional model must be checked. The current per unit width in the sheet is $-\nabla V/R_s$, and its divergence is minus the density lost to the metal:

$$-\frac1{R_s}\nabla^2V=-\frac{V}{\rho_c}\quad\Longrightarrow\quad \nabla^2V=\frac{V}{L_T^2}. \tag{5}$$

Let $u(y)=\int_0^LV\,dx$, and let $j(y)$ be the current per unit width entering at $x=0$, so that $\partial V/\partial x=-R_sj$ there. The far edge $x=L$ is insulating. Integrating equation (5) over $x$ gives $0-(-R_sj)+u''=u/L_T^2$, or

$$u''-\frac{u}{L_T^2}=-R_s\,j(y),\qquad u'(0)=u'(W)=0 . \tag{6}$$

The first end condition states that the side $y=0$ is insulating, the second that the arm takes no net current. If the entry is uniform, $j=I/W$, the constant $u=L_T^2R_sI/W=\rho_cI/W$ satisfies everything. It is the only solution, because the difference of two solutions obeys $d''=d/L_T^2$ with zero slope at both ends, which forces $d=0$. The tap reads $u(W)/L=\rho_cI/(LW)$. Equation (3) thus survives the disturbance by the arm, provided that the current enters uniformly across the width and that the sheet resistance under the contact is constant, as equation (5) assumes. A two-dimensional resistor network with uniform entry gives 12.50 Ω. If $R_s$ varies with $x$ under the contact, the integration over $x$ no longer closes on $u$ alone. The mean over the whole contact is still $\rho_cI/(LW)$, but the arm does not read it: with the fivefold rising sheet used earlier and an arm of 100 Ω/sq, the arm reads about 14.1 Ω.

## Second derivation: the potential profile

The contact has length $L$ along the current, width $W$ and interface resistivity $\rho_c$; the sheet below it has resistance $R_s$, and $L_T=\sqrt{\rho_c/R_s}$. The current $I$ enters at $x=0$, and the potential $V$ is measured from the metal. Charge balance gave $\langle V\rangle/I=\rho_c/(LW)$ for a tap that averages uniformly over $0\le x\le L$. A flush side arm provides that average. When the arm's disturbance is included, the integral $u(y)=\int_0^LV\,dx$ obeys equation (6), with $j(y)$ the entering current per unit width.

### Solving for the potential

Now let $R_s$ be constant. Differentiate $dV/dx=-R_si/W$ and insert $di/dx=-WV/\rho_c$. The two minus signs cancel:

$$\frac{d^2V}{dx^2}=\frac{R_s}{\rho_c}V=\frac{V}{L_T^2}.$$

No current leaves at the far end, so $V'(L)=0$. The solution with zero slope there is

$$V(x)=C\cosh\frac{L-x}{L_T}.$$

At the front the whole current is in the sheet, so $V'(0)=-R_sI/W$. The derivative of the solution is $-(C/L_T)\sinh[(L-x)/L_T]$. Equating the two at $x=0$ gives $C=R_sL_TI/[W\sinh(L/L_T)]$, and

$$\frac{V(x)}{I}=\frac{R_sL_T}{W}\,\frac{\cosh[(L-x)/L_T]}{\sinh(L/L_T)} . \tag{7}$$

The mean requires the integral

$$\frac1L\int_0^L\cosh\frac{L-x}{L_T}\,dx=\frac{L_T}{L}\sinh\frac{L}{L_T}.$$

The hyperbolic sines cancel:

$$\frac{\langle V\rangle}{I}=\frac{R_sL_T}{W}\,\frac{L_T}{L}=\frac{R_sL_T^2}{LW}=\frac{\rho_c}{LW}.$$

This is equation (3) again. Here the transfer length is present until the last step, where $R_sL_T^2=\rho_c$ removes it.

Charge balance and the potential profile both give $\langle V\rangle/I=\rho_c/(LW)$ for a uniform, ohmic interface and a tap that averages uniformly over the contact. It remains to see what does depend on the transfer length, what each derivation assumes, and how far other taps, a curved interface law and a real geometry shift the reading.
